# Why silicon's optical phonons have no Fröhlich field

**The argument under review**

The argument has three steps. In a long-wavelength optical phonon of bulk silicon, the two atoms of each cell move against each other. This motion distorts the electron cloud and so produces an oscillating dipole. A longitudinal optical (LO) phonon should therefore scatter electrons through a Fröhlich potential growing as $1/q$, as in a polar semiconductor. The author adds a fallback: if the dipole were absent, ordinary deformation scattering within each conduction valley would replace it.

The first step is correct. The second needs the dipole summed over both atoms, and the fallback needs a selection rule. I use atomic units in the algebra, with electron charge $-1$. The crystal is an insulating bulk with fixed average nuclear positions, without free-carrier screening or spin-orbit coupling.

**Does the relative motion make a dipole?**

The relevant charge is neither the ionic charge nor the net charge assigned to an atom. It is the Born charge, which includes electrons flowing between atoms during the motion:

$$Z^*_{j,ab}=\Omega\,\frac{\partial P_a}{\partial u_{jb}}.$$

Here $\Omega$ is the cell volume, $P$ the polarization at zero macroscopic field, and $u_j$ the displacement of sublattice $j$.

Move both sublattices by the same $u$. The whole neutral crystal is translated, so its polarization does not change:

$$Z^*_1+Z^*_2=0.$$

This also holds in a polar crystal, where the two charges are opposite. Silicon has a further symmetry: inversion about a bond midpoint exchanges its identical atoms. It turns a displacement $u$ of atom 1 into $-u$ of atom 2, and $\Delta P$ into $-\Delta P$. Hence

$$Z^*_2(-u)=-Z^*_1u,\qquad Z^*_2=Z^*_1.$$

Together the two relations give $2Z^*_1=0$, so both charges vanish. The cloud distorts, but without a net dipole at first order in the displacement.

Absence of strain is not required. Put identical atoms at any positions $\tau_1,\tau_2$ in any lattice. The map $r\to\tau_1+\tau_2-r$ takes atom 1 in cell $R$ to atom 2 in cell $-R$. Uniform strain, even with an internal shift of the atoms, therefore preserves the result. A surface, a strain gradient or an applied field can remove the inversion centre, and then the proof fails.

**What potential can remain?**

Let sublattice $j$ move as $u_je^{iq\cdot r_j}$. Let $f_{jc}(r)$ be the charge density induced by unit displacement of one atom along $c$, with $r$ measured from that atom. Its total charge is zero, its first moment is $Z^*_{j,ac}$, and its second moment is $Q_{j,abc}=\int r_ar_bf_{jc}\,d^3r$. Expanding $e^{-iq\cdot r}$ gives the charge per cell at wavevector $q$:

$$\rho(q)=\sum_j\left[-iq_aZ^*_{j,ac}u_{jc}-\tfrac12q_aq_bQ_{j,abc}u_{jc}+\cdots\right].$$

Repeated Cartesian indices are summed. With isotropic permittivity $\epsilon$, Poisson's equation gives the electron's potential energy

$$V(q)=-\frac{4\pi\rho(q)}{\Omega\epsilon q^2}.$$

The dipole term gives $V\propto1/q$. This is the Fröhlich potential, and it vanishes with $Z^*$.

The quadrupole term survives. Twofold rotations at an atomic site forbid every component of $Q$ except those whose indices are $x,y,z$ in some order. Threefold rotations, with the symmetry in $a$ and $b$, make these components equal. Inversion reverses $u$ but not a second moment, so $Q_2=-Q_1$. For a longitudinal optical pattern, put $u_1=n$, $u_2=-n$, where $n=q/|q|$. The two sublattices then add:

$$\rho=-\tfrac12(2Q)(6q^2n_xn_yn_z)=-6Qq^2n_xn_yn_z.$$

Hence $V=24\pi Qn_xn_yn_z/(\Omega\epsilon)$. It stays finite as $q\to0$ but depends on direction. Zero Born charge removes the $1/q$ potential, but not every long-range potential. The electric field of the remaining one vanishes in proportion to $q$.

For a general optical polarization $w$, the same sum is $-2Qq^2(n_yn_zw_x+n_zn_xw_y+n_xn_yw_z)$. The squared coefficients, summed over three polarizations, are $4Q^2(n_y^2n_z^2+n_z^2n_x^2+n_x^2n_y^2)$. From $1=\langle(n_x^2+n_y^2+n_z^2)^2\rangle$ and $\langle n_x^4\rangle=1/5$, each mixed average is $(1-3/5)/6=1/15$. The directional mean is therefore $4Q^2/5$.

**Does intravalley deformation scattering take over?**

I model the periodic, short-range part of the coupling in an atomic-orbital basis, keeping changes in hopping but not shifts of the orbital energies. Let $t_{ij}(d)$ be the hopping between neighbours separated by $d=r_j-r_i$. A displacement changes it by $(u_je^{iq\cdot r_j}-u_ie^{iq\cdot r_i})\cdot\nabla t_{ij}$. Bloch phases $e^{-i(k+q)\cdot r_i}$ and $e^{ik\cdot r_j}$ then give

$$\delta H_{ij}=\sum_d e^{ik\cdot d}\left(e^{iq\cdot d}u_j-u_i\right)\cdot\nabla t_{ij}(d).$$

Define $D$ as the magnitude of its matrix element between conduction states when both atoms have unit amplitude.

Silicon's conduction minima lie on the $\Delta$ lines, from $\Gamma$ towards the $X$ points. Take the valley at $k\hat x$. The crystal has a screw operation $S$: a quarter turn about a suitable axis along $x$, plus a shift by $a/4$, with $a$ the cubic lattice constant. It exchanges the sublattices. The nondegenerate conduction state changes under $S$ by a phase, which cancels in a diagonal matrix element.

For a zone-centre optical displacement along $x$, $S$ leaves the direction unchanged but exchanges the atoms, so the perturbation changes sign. Its diagonal element equals minus itself and vanishes. For a transverse displacement use $S^2$. This half turn preserves the sublattices but reverses the displacement, with the same consequence. The fallback thus fails at lowest order.

This rule belongs to the valley, not to nonpolar crystals in general. It also concerns the periodic perturbation at $q=0$; the quadrupole potential depends on the direction of approach to $q=0$ and is not removed by it.

**Which deformation process is allowed?**

An electron can go from $k\hat x$ to $-k\hat x$, a g-type process. Its wavevector change is $K=-2k$ along $x$. The conduction state has $\Delta_1$ symmetry, meaning that $S$ multiplies it by $e^{-ika/4}$. The opposite state is its complex conjugate and acquires $e^{ika/4}$.

Consider longitudinal displacements $u_je^{iKx_j}$ with $u_2=su_1$, $s=\pm1$. Shifting the pattern gives $e^{-iKa/4}=e^{ika/2}$, and exchanging sublattices gives $s$. The matrix element must equal itself times

$$e^{-ika/4}\,s\,e^{ika/2}\,e^{-ika/4}=s.$$

Thus $s=1$ is allowed and $s=-1$ is forbidden. Adding the reciprocal vector $4\pi/a$ brings $K$ into the first zone and changes the relative sign on planes $a/4$ apart. The allowed pattern then belongs to the upper longitudinal branch, LO; the forbidden one is longitudinal acoustic (LA).

**How large are these effects in a model?**

I evaluated $\delta H$ numerically in a nearest-neighbour $sp^3s^*$ model with empirical silicon parameters and hopping proportional to $1/d^2$. With $a=5.43$ Å, its minimum lies at 0.731 of $\Gamma X$. The opposite-valley LO coupling is

$$D=1.875\ \text{eV/Å}=1.875\times10^8\ \text{eV/cm}.$$

At the $L$ point, the same model gives an intravalley optical coupling of 1.72 eV/Å for motion along [111]. A nonpolar crystal can therefore have such coupling when the valley symmetry permits it.

For a polar comparison, I kept this lattice and hopping but shifted the two atoms' orbital energies by $\pm1$ eV. Differentiating the Berry-phase polarization gives $|Z^*|=1.885$. Take $\epsilon=12$, $\Omega=a^3/4=40.0$ Å$^3$ and $q=0.0919$ Å$^{-1}$, the wavevector scale of the electron considered below. Opposite unit displacements give $|\rho|=2|Z^*|q$. With one hartree bohr equal to 14.4 eV Å,

$$D_F=\frac{4\pi(14.4)(2)(1.885)}{(40.0)(12)(0.0919)}\approx15.5\ \text{eV/Å}.$$

Halving $q$ would double this number. In silicon the corresponding dipole term is zero.

**What scattering rate follows?**

Write the displacement as $N_c^{-1/2}\sum_qX_qe^{iq\cdot r}$ for $N_c$ cells. Both atoms have equal amplitude, so each $X_q$ has oscillator mass $2M$, with $M$ the atomic mass. Its one-phonon amplitude satisfies $A^2=1/(4M\omega)$. The golden rule gives $2\pi D^2A^2/N_c$ per final state, times the phonon factor and energy delta function. Summing over one valley without spin flip gives

$$\frac1\tau=2\pi D^2A^2\Omega\left[Ng(E+\omega)+(N+1)g(E-\omega)\right].$$

Here $N$ is the phonon occupation and $g$ the one-spin density of states per volume. With mass density $\rho_m=2M/\Omega$, the prefactor becomes $\pi D^2/(\rho_m\omega)$. Emission requires $E>\omega$.

Take $E=0.10$ eV, $\omega=0.06$ eV and $T=300$ K, so $N=0.1089$ and $A=0.0249$ Å. Rough valley masses 0.92 and 0.19 give a density-of-states mass $(0.92\times0.19^2)^{1/3}=0.321$ electron masses. After emission the energy is 0.04 eV, and the wavevector scale is $0.0919\sqrt{0.4}=0.0581$ Å$^{-1}$. For a parabolic valley,

$$g=\frac{(0.0581)^3}{4\pi^2(0.04)}\approx1.24\times10^{-4}\ \text{eV}^{-1}\text{Å}^{-3}.$$

With $\hbar=6.58\times10^{-4}$ eV ps, the emission rate is

$$\frac{2\pi(1.875\times0.0249)^2(40.0)(1.24\times10^{-4})(1.1089)}{6.58\times10^{-4}}\approx0.115\ \text{ps}^{-1}.$$

Absorption has twice the density of states but a much smaller phonon factor. It adds 0.023 ps$^{-1}$, for a total of about 0.14 ps$^{-1}$, or one g-type event per 7.3 ps.

**How far does this represent silicon?**

The phonon energy and masses are rough silicon values, but the coupling is low. Fitted transport models use g-type LO couplings up to roughly $10^9$ eV/cm; that value would raise the rate by $(10/1.875)^2\approx28$. The model valley is also too close to $\Gamma$: in silicon it lies near 0.85 of $\Gamma X$. Moving the model states to 0.75 lowers $D$ to 1.76 eV/Å, and moving them to 0.85 lowers it to about 1.05 eV/Å. The assumed hopping law also matters strongly: with $1/d^3$ instead of $1/d^2$, $D$ at 0.75 falls to about 0.75 eV/Å. The rate illustrates the mechanism and should not be used as a device parameter.

It also omits f-type scattering to the four valleys on other axes. Summed over all six phonon branches, including acoustic ones, the squared coupling to these four valleys is 3.6 times the g-type value at the model minimum. This ratio belongs to the model, not to silicon. It is sensitive to the valley position: with the model states at 0.85 it is about 13. It is also sensitive to the hopping law: with $1/d^3$ it is about 40 at the model minimum. Nor is it a rate ratio, because the phonon energies differ. Nonparabolic bands, with a rough coefficient of 0.5 eV$^{-1}$, multiply the emission and absorption densities by 1.05 and 1.21, raising the g-type rate by about 8%. At $10^{17}$ carriers per cm$^3$, final-state filling is about $8\times10^{-4}$. Scaling that estimate to a heavily doped contact at $10^{20}$ cm$^{-3}$ gives 0.8, outside the dilute limit that the estimate assumes; blocking there can change the rate by order one. Free carriers at that density would also strongly screen the quadrupole potential, an effect left out here.

The quadrupole cannot be dismissed beside this weak model coupling. Summed over the three optical polarizations, a rough silicon value $Q=7$ e Å gives a directional root-mean-square coupling

$$\frac{4\pi(14.4)(7)}{(40.0)(12)}\sqrt{\frac45}\approx2.4\ \text{eV/Å}.$$

Its square is 1.6 times that of the model's g-type $D$, but about 0.06 times the square of the larger fitted coupling. For the LO polarization alone, the directional mean is $12Q^2/35$ instead of $4Q^2/5$. The coupling is then about 1.5 eV/Å, and its square is 0.7 times that of the model's $D$. These means weight all directions of $q$ equally. In a valley with masses 0.92 and 0.19, intravalley $q$ leans towards the valley axis, where the quadrupole term vanishes. The means then fall to about $0.70Q^2$ and $0.28Q^2$, and the ratios 1.6 and 0.7 fall to about 1.4 and 0.55.

**Assessment**

The claimed $1/q$ scattering should be withdrawn. The replacement should specify short-range intervalley coupling, with the vanishing lowest-order intravalley term stated separately, and should retain the finite quadrupole potential as a possible correction where free-carrier screening is weak.

Numbers in the example were calculated in double precision.
